\section*{Fang-Howard minimum of the Hartree energy and the subband eigenvalue, part 1}

(Sections cited here and not found follow in the second part.)

\section{The energy to minimise and its minimum}

\subsection{The decision and the model}

A variational calculation of an electron layer at a semiconductor interface produces two energies for the same trial function: the energy per electron and the subband energy. Before the width parameter can be fixed, one must decide which of them to minimise. Before the Fermi level can be placed, one must decide which of them marks the bottom of the subband. The answers differ. The width follows from the energy per electron, while the subband bottom is given by the other energy, which is higher by half the mean potential energy, measured from the interface, of an electron in the field of the layer and of the gate charge that compensates it.

The model is as follows. The semiconductor fills the half-space $z>0$, and an impenetrable wall at $z=0$ separates it from an insulator with a metal gate behind it. Electrons have charge $-e$, with $e>0$, and their areal density is $n_s$. They all occupy the lowest state of motion along $z$, with real normalised wave function $\psi(z)$ and $\psi(0)=0$, multiplied by plane waves along the interface. The effective mass for motion along $z$ is $m$. The absolute permittivity of the semiconductor is $\varepsilon$, and SI equations are used.

Ionised acceptors, each of charge $-e$, fill a depletion layer $0<z<z_d$ uniformly. Their number per area is $N_{\rm dep}$. The gate carries the compensating positive charge, so that the electric field vanishes deep in the semiconductor. Three further assumptions define the calculation:
\begin{enumerate}
\item The temperature is zero and one subband is occupied.
\item The electrons interact through their mean charge density. Exchange, correlation and the image force on an individual electron are left out.
\item The electron layer is thin compared with $z_d$.
\end{enumerate}
The densities $n_s$ and $N_{\rm dep}$ are held fixed while $\psi$ is varied. Potential energies are measured from the band edge at the interface, so $V(0)=0$.

The trial function is that of Fang and Howard,
\begin{equation}
\psi(z)=\left(\frac{b^3}{2}\right)^{1/2}z\,e^{-bz/2},\qquad b>0 .
\label{eq:fh}
\end{equation}
It vanishes at the wall, has no other node, and contains one parameter, the inverse length $b$.

\subsection{Statement}

\paragraph{Theorem.} Let $w(b)$ be the part of the total Hartree energy per electron that depends on $b$, and let $E_0(b)$ be the expectation value of the one-electron Hartree operator for motion along $z$, both evaluated with \eqref{eq:fh}. Under the assumptions above:

(i) $w(b)$ has a single minimum, at
\begin{equation}
b^3=\frac{12\,m e^2}{\varepsilon\hbar^2}\left(N_{\rm dep}+\frac{11}{32}\,n_s\right).
\label{eq:b}
\end{equation}

(ii) For every $b$,
\begin{equation}
E_0(b)-w(b)=\frac{33\,e^2 n_s}{32\,\varepsilon b}.
\label{eq:diff}
\end{equation}

(iii) At the minimum, $E_0=d(n_s w)/dn_s$ with $N_{\rm dep}$ fixed. Thus $E_0$ is the energy of adding one electron, measured from the band edge at the interface and without its motion along the interface or the change of the field energy in the insulator, and $w$ is an average over the electrons present.

Part (i) is proved in this half, parts (ii) and (iii) in the second.

\subsection{Lemma 1: normalisation, mean distance, kinetic energy}

\paragraph{Lemma 1.} The function \eqref{eq:fh} is normalised, and
\begin{equation}
\langle z\rangle=\frac{3}{b},\qquad \langle z^2\rangle=\frac{12}{b^2},\qquad
T=\frac{\hbar^2b^2}{8m},
\label{eq:moments}
\end{equation}
where $T$ is the kinetic energy of motion along $z$.

\paragraph{Proof.} Put $x=bz$. Then $\psi^2dz=\tfrac12x^2e^{-x}dx$. With $\int_0^\infty x^ke^{-x}dx=k!$, the norm is $2!/2=1$. The first moment is $3!/(2b)=3/b$, and the second is $4!/(2b^2)=12/b^2$.

For the kinetic energy, integration by parts gives $-\int\psi\psi''dz=\int(\psi')^2dz$, because $\psi$ vanishes at the wall and at infinity. The derivative is $\psi'=(b^3/2)^{1/2}(1-bz/2)e^{-bz/2}$, hence
\begin{align}
\int_0^\infty(\psi')^2dz
&=\frac{b^2}{2}\int_0^\infty\left(1-x+\frac{x^2}{4}\right)e^{-x}dx\nonumber\\
&=\frac{b^2}{2}\left(1-1+\frac12\right)=\frac{b^2}{4}.
\end{align}
Multiplication by $\hbar^2/2m$ gives $T$. $\square$

\subsection{Lemma 2: the electrostatic energy}

The factor $\tfrac12$ in the electron-electron energy decides the result, so the energy is taken here from the electric field itself, where no pair has to be counted.

Let $N(z)$ be the number of electrons per area beyond the plane $z$,
\begin{equation}
N(z)=n_s\int_z^\infty\psi^2(z')\,dz',\qquad N(0)=n_s,\qquad N'(z)=-n_s\psi^2(z).
\label{eq:N}
\end{equation}
The acceptors beyond $z$ number $N_{\rm dep}(1-z/z_d)$ per area. Where the electrons are, $z\ll z_d$, and this is $N_{\rm dep}$ to leading order.

\paragraph{Lemma 2.} To leading order in the ratio of layer thickness to $z_d$, the part of the field energy per area that depends on $\psi$ is
\begin{equation}
u=\frac{e^2}{\varepsilon}\int_0^\infty\left[N_{\rm dep}N(z)+\frac12N^2(z)\right]dz .
\label{eq:u}
\end{equation}

\paragraph{Proof.} Let $F$ be the electric field along $+z$. Gauss's law is $\varepsilon F'=\rho$, with $\rho$ the charge density. Integrate from $z$ to a point deep in the semiconductor, where $F=0$. The left side gives $-\varepsilon F(z)$, and the right side is the charge beyond $z$, which is $-e[N_{\rm dep}+N(z)]$. Therefore
\begin{equation}
F(z)=\frac{e}{\varepsilon}\left[N_{\rm dep}+N(z)\right].
\label{eq:F}
\end{equation}
The field points away from the wall, and the force $-eF$ on an electron points towards it. The field energy per area in the semiconductor is
\begin{equation}
\frac{\varepsilon}{2}\int F^2dz
=\frac{e^2}{2\varepsilon}\int\left[N_{\rm dep}^2+2N_{\rm dep}N+N^2\right]dz .
\end{equation}
The first term is the energy of the depletion charge alone. With the full factor $1-z/z_d$ it is a finite constant, independent of $\psi$, and it is dropped. The other two terms are \eqref{eq:u}.

The field in the insulator is fixed by the total charge per area, $e(N_{\rm dep}+n_s)$, on the gate. It does not depend on how the electrons are spread in $z$, so its energy is also a constant at fixed densities. $\square$

The cross term carries no factor $\tfrac12$: it is the energy of the electrons in a field made by other charges. The quadratic term is the energy of the field made by the layer together with the gate charge $en_s$ that compensates it, and does carry it.

\subsection{Lemma 3: two integrals}

\paragraph{Lemma 3.} For the trial function \eqref{eq:fh}, with $x=bz$,
\begin{equation}
N(z)=n_s\left(1+x+\frac{x^2}{2}\right)e^{-x},
\label{eq:tail}
\end{equation}
\begin{equation}
\int_0^\infty N\,dz=\frac{3n_s}{b},\qquad
\int_0^\infty N^2dz=\frac{33\,n_s^2}{16\,b}.
\label{eq:ints}
\end{equation}

\paragraph{Proof.} Two integrations by parts give $\int_x^\infty y^2e^{-y}dy=(x^2+2x+2)e^{-x}$. Half of this, times $n_s$, is \eqref{eq:tail}. The first integral is then $(n_s/b)(1+1+\tfrac12\cdot2)=3n_s/b$. For the second, expand the square,
\begin{equation}
\left(1+x+\frac{x^2}{2}\right)^2=1+2x+2x^2+x^3+\frac{x^4}{4},
\end{equation}
and use $\int_0^\infty x^ke^{-2x}dx=k!/2^{k+1}$, which equals $\tfrac12,\tfrac14,\tfrac14,\tfrac38,\tfrac34$ for $k=0,\dots,4$. The sum is
\begin{equation}
\frac12+\frac12+\frac12+\frac38+\frac{3}{16}=\frac{33}{16}.
\end{equation}
The change of variable supplies the factor $1/b$. $\square$

\subsection{Proof of part (i)}

Define
\begin{equation}
D=\frac{3e^2N_{\rm dep}}{\varepsilon b},\qquad H=\frac{33\,e^2n_s}{16\,\varepsilon b}.
\label{eq:DH}
\end{equation}
Dividing \eqref{eq:u} by $n_s$ and inserting \eqref{eq:ints} gives $u/n_s=D+H/2$. The kinetic energy along the interface depends on $n_s$ but not on $b$, so it is kept apart. What remains is
\begin{equation}
w(b)=T+D+\frac H2
=\frac{\hbar^2b^2}{8m}+\frac{3e^2}{\varepsilon b}N_*,
\qquad N_*=N_{\rm dep}+\frac{11}{32}n_s ,
\label{eq:w}
\end{equation}
because $\tfrac12\cdot\tfrac{33}{16}=\tfrac{33}{32}=3\cdot\tfrac{11}{32}$. The derivatives are
\begin{equation}
w'(b)=\frac{\hbar^2b}{4m}-\frac{3e^2N_*}{\varepsilon b^2},\qquad
w''(b)=\frac{\hbar^2}{4m}+\frac{6e^2N_*}{\varepsilon b^3}>0 .
\label{eq:wprime}
\end{equation}
Setting $w'=0$ and multiplying by $4mb^2/\hbar^2$ gives $b^3=12me^2N_*/(\varepsilon\hbar^2)$, which is \eqref{eq:b}. Since $w''>0$ for all $b>0$, this stationary point is the only one and is the minimum. $\square$

\subsection{Remarks on the minimum}

\paragraph{Energy balance.} At the minimum, \eqref{eq:b} can be read as $e^2N_*/\varepsilon=\hbar^2b^3/(12m)$. The potential part of \eqref{eq:w} is then $\hbar^2b^2/(4m)$, so
\begin{equation}
D+\frac H2=2T,\qquad w=3T=\frac{3\hbar^2b^2}{8m}.
\label{eq:virial}
\end{equation}

\paragraph{Why the weight is 11/32.} The part $e^2N(z)/\varepsilon$ of the force towards the wall is made by the layer and the gate charge that compensates it. Its mean corresponds to the weight $\tfrac12$; the mutual forces of the electrons cancel in this mean, and what remains is the pull of the gate charge. Indeed, \eqref{eq:N} gives
\begin{equation}
\langle N\rangle=-\frac1{n_s}\int_0^\infty NN'dz=\frac{N(0)^2}{2n_s}=\frac{n_s}{2}.
\end{equation}
A change of $b$, however, stretches the layer: each part moves in proportion to its distance from the wall. The work done therefore weights the force with $z$. Integrating by parts, with a vanishing boundary term,
\begin{equation}
\frac{\langle zN\rangle}{\langle z\rangle}
=\frac{1}{n_s\langle z\rangle}\int_0^\infty\frac{N^2}{2}dz
=\frac{b}{3}\cdot\frac{33\,n_s}{32\,b}=\frac{11}{32}n_s .
\end{equation}
The outer electrons count more and feel a weaker field, which lowers the weight from $\tfrac12$ to $\tfrac{11}{32}$.

\paragraph{Finite depletion width.} The first neglected term replaces $z$ by $z-z^2/(2z_d)$ in the depletion potential energy. By \eqref{eq:moments} it adds $-6e^2N_{\rm dep}/(\varepsilon z_db^2)$ to $w$, and hence $+12e^2N_{\rm dep}/(\varepsilon z_db^3)$ to $w'$. At the minimum, \eqref{eq:wprime} gives $w''=\hbar^2/4m+\hbar^2/2m=3\hbar^2/4m$. The first-order shift is minus the added slope divided by $w''$. With \eqref{eq:b} for $b^3$ it becomes
\begin{equation}
\frac{\delta b}{b}=-\frac{16\,me^2N_{\rm dep}}{\varepsilon\hbar^2z_db^4}
=-\frac{4}{3}\,\frac{N_{\rm dep}}{N_*}\,\frac{1}{bz_d}.
\label{eq:shift}
\end{equation}
The formula for $b$ thus needs $bz_d\gg1$, unless the depletion charge is itself a small part of $N_*$.

\subsection{Worked example: the width}

Take round parameters that stand for no particular material: $m$ equal to $0.1$ electron masses, relative permittivity $10$, $n_s=0.005\ \mathrm{nm^{-2}}$, $N_{\rm dep}=0.001\ \mathrm{nm^{-2}}$ and an acceptor density of $10^{-6}\ \mathrm{nm^{-3}}$. Lengths in nm and energies in meV suit this scale. The two constants needed are $\hbar^2/m=762.0\ \mathrm{meV\,nm^2}$ and $e^2/\varepsilon=1809.5\ \mathrm{meV\,nm}$.

The effective density is $N_*=0.001+\tfrac{11}{32}(0.005)=0.002719\ \mathrm{nm^{-2}}$, so
\begin{equation}
b^3=\frac{12(1809.5)(0.002719)}{762.0}\ \mathrm{nm^{-3}}=0.0775\ \mathrm{nm^{-3}},
\qquad b=0.426\ \mathrm{nm^{-1}} .
\end{equation}
The mean distance from the wall is $3/b=7.04$ nm. The depletion width is $z_d=0.001/10^{-6}=1000$ nm. Equation \eqref{eq:shift} then gives a relative change of $b$ of $-0.12$ per cent, so the linear depletion potential is adequate here.

\section{The subband energy and the energy per electron}

\subsection{Symbols and results carried over}

Electrons of areal density $n_s$ and mass $m$ lie in $z>0$ behind a hard wall, in a semiconductor of permittivity $\varepsilon$ with $N_{\rm dep}$ depletion charges per area. $N(z)$ is the number of electrons per area beyond $z$, with $N'=-n_s\psi^2$. For the trial function $\psi=(b^3/2)^{1/2}ze^{-bz/2}$, the energy per electron, without the motion along the interface, is $w=T+D+H/2$, where
\[
T=\frac{\hbar^2b^2}{8m},\qquad D=\frac{3e^2N_{\rm dep}}{\varepsilon b},\qquad
H=\frac{33e^2n_s}{16\varepsilon b}.
\]
It is least at $b^3=12me^2N_*/(\varepsilon\hbar^2)$ with $N_*=N_{\rm dep}+\tfrac{11}{32}n_s$, and there $w=3T$. Energies are measured from the band edge at the interface.

This part has shown that $w(b)$, the $b$-dependent part of the total Hartree energy per electron, has a single minimum, at the $b$ given by \eqref{eq:b}, and has evaluated the width for an example. It remains to prove that the subband energy $E_0$ exceeds $w$ by $H/2$ for every $b$, and that at the minimum $E_0=d(n_sw)/dn_s$ with $N_{\rm dep}$ fixed.
